# The Lany-Zunger Image-Charge Correction for Cubic Supercells: Derivation and Limits, part 1

(Sections cited here and not found follow in the second part.)

## 1. The form of the answer

A defect of charge \(q\) is repeated on a lattice of cells of volume \(V = L^3\), each cell neutralized by a uniform background of density \(-q/V\). The host is an isotropic linear dielectric of constant \(\varepsilon\). The image correction is \(E_{\rm corr} = E_{\rm iso} - E_{\rm per}\), the energy of the isolated defect minus the energy per cell of the periodic array. Units are Gaussian.

In linear response all fields are proportional to \(q\), so the energy is proportional to \(q^2\), and \(q^2/\text{length}\) is the only energy that can be formed. With a defect of size \(r_d\),

\[ E_{\rm corr} = \frac{q^2}{L}\,F\!\left(\varepsilon,\ \text{lattice},\ r_d/L\right). \]

For a cubic lattice the first term beyond \(r_d = 0\) is linear in the second moment \(Q = \int \rho\, r^2\, d^3r\) and has the size \(qQ/L^3\) (section 3). A charge bound to the defect has \(Q \sim q r_d^2\), and the term falls as \(L^{-3}\). A charge spread over the whole cell knows no length but \(L\), so \(Q \sim qL^2\) and the term falls as \(1/L\), like the monopole term. The two then combine into the monopole term times a pure number. If the spread charge is polarization charge of the host, this number must equal 1 at \(\varepsilon = 1\), where nothing is polarized. The Lany-Zunger form

\[ E_{\rm LZ} = \left[1 + c_{\rm sh}\left(1 - \frac1\varepsilon\right)\right]\frac{q^2\alpha}{2\varepsilon L} \]

is of this kind, with \(\alpha\) the Madelung constant and \(c_{\rm sh}\) a number set by the cell shape.

The algebra that leads to \(c_{\rm sh}\) is exact, but placing the screening charge in \(Q\) is a prescription. For a point-like charge in a linear dielectric the \(1/L\) term of \(E_{\rm corr}\) is \(q^2\alpha/(2\varepsilon L)\) with factor 1 (section 7).

## 2. The periodic Coulomb kernel

Let \(\phi(\mathbf r)\) be the vacuum potential of unit point charges at the lattice vectors \(\mathbf R\) with their background:

\[ \nabla^2\phi = -4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R) + \frac{4\pi}{V}, \qquad \phi(\mathbf r) = \frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}. \]

The background cancels the \(\mathbf G = 0\) component of the source. Setting the \(\mathbf G=0\) component of \(\phi\) to zero is the convention that fixes its constant: the cell average \(\langle\phi\rangle\) vanishes.

Since \(\nabla^2(1/r) = -4\pi\delta(\mathbf r)\) and \(\nabla^2 r^2 = 6\), the function \(h = \phi - 1/r - 2\pi r^2/(3V)\) is harmonic for \(r\) below the nearest-image distance and is a series of solid harmonics \(r^lY_{lm}\). Inversion symmetry removes odd \(l\). The \(l=2\) part is \(T_{ab}x_ax_b\) with \(T\) symmetric and traceless. In a cubic lattice the mirror \(x\to-x\) and its partners remove the off-diagonal elements, the threefold axis makes the diagonal elements equal, and zero trace makes them vanish. The constant defines \(\alpha\) through \(h(0) = -\alpha/L\), so for sc, fcc and bcc lattices

\[ \phi(\mathbf r) = \frac1r - \frac{\alpha}{L} + \frac{2\pi}{3V}r^2 + O(r^4/L^5), \]

with a remainder made of harmonics \(l\ge4\), whose spherical average is zero.

The value of \(\alpha\) follows from the Ewald split \(1 = e^{-G^2/4\eta^2} + (1 - e^{-G^2/4\eta^2})\). Because \(\nabla^2[\operatorname{erf}(\eta r)/r] = r^{-1}\,d^2\operatorname{erf}(\eta r)/dr^2 = -4\pi\,\eta^3\pi^{-3/2}e^{-\eta^2r^2}\), the function \(\operatorname{erf}(\eta r)/r\) is the potential of a unit Gaussian, with transform \(4\pi e^{-k^2/4\eta^2}/k^2\). Hence \(\operatorname{erfc}(\eta r)/r\) has the transform \(4\pi(1-e^{-k^2/4\eta^2})/k^2\), which tends to \(\pi/\eta^2\) at \(k\to0\). The lattice sum of \(\operatorname{erfc}\) terms has these values divided by \(V\) as Fourier coefficients, including \(\mathbf G=0\), which must be subtracted:

\[ \phi(\mathbf r) = \sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|} + \frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot\mathbf r - \frac{\pi}{\eta^2V}. \]

At the origin \(\operatorname{erfc}(\eta r)/r - 1/r \to -2\eta/\sqrt\pi\), and the remaining sums give \(-\alpha/L\). The numerical check finds \(\alpha = 2.837297\) (sc), \(2.888282\) (fcc) and \(2.888462\) (bcc). It tests that two values of \(\eta\) agree, that the average of \(\phi - 1/r\) over a sphere of radius \(0.3L\) equals \(-\alpha/L + 2\pi r^2/(3V)\), and that the Hessian \(H_{ab} = \partial_a\partial_b(\phi-1/r)\) at the origin is \((4\pi/3V)\delta_{ab} = 4.1888\,\delta_{ab}/L^3\). For a tetragonal cell with \(c/a=2\) it finds \(H_{xx} = 9.0325/L^3\) and \(H_{zz} = -5.4987/L^3\): the trace is still \(4\pi/V\), but the \(l=2\) term is large.

## 3. The Makov-Payne expansion

Take a localized density \(\rho\) with total charge \(q\), dipole \(\mathbf p\) and second moment \(Q\). Its periodic energy per cell, background included, is \((2\pi/V)\sum_{\mathbf G\ne0}|\rho(\mathbf G)|^2/G^2\) with \(\rho(\mathbf G) = \int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\). Inserting the Fourier series of \(\phi\) shows that this equals \(\tfrac12\iint\rho\rho'\phi(\mathbf r-\mathbf r')\). The isolated energy has \(1/|\mathbf r-\mathbf r'|\) in place of \(\phi\). If all separations within \(\rho\) are below the nearest-image distance, the series of section 2 applies:

\[ E_{\rm corr} = -\frac12\iint\rho\rho'\left[-\frac\alpha L + \frac{2\pi}{3V}|\mathbf r-\mathbf r'|^2\right] + O(L^{-5}). \]

The constant gives \(+q^2\alpha/(2L)\). With \(|\mathbf r-\mathbf r'|^2 = r^2 + r'^2 - 2\,\mathbf r\cdot\mathbf r'\) the double integral of the second term is \(Qq + qQ - 2p^2\), so

\[ E_{\rm corr} = \frac{q^2\alpha}{2L} - \frac{2\pi}{3V}\left(qQ - p^2\right) + O(L^{-5}). \]

For \(q\neq0\) the origin can be put at the centre of charge, where \(\mathbf p = 0\), and this choice is made from here on. The sign has a plain meaning: for \(qQ>0\) the charge reaches out of the centre of the background's parabolic potential, which binds it less strongly there, so less energy has to be restored. In a non-cubic cell the same steps with the kernel \(\tfrac12H_{ab}x_ax_b\) give \(-\tfrac12qH_{ab}Q_{ab}\), \(Q_{ab} = \int\rho\,x_ax_b\), which a single scalar \(Q\) does not determine unless \(Q_{ab}\) is isotropic, \(Q_{ab} = Q\delta_{ab}/3\), when only the trace \(4\pi/V\) of \(H\) enters and the cubic result returns. A charge filling a non-cubic cell does not in general have an isotropic \(Q_{ab}\). The treatment is therefore kept to cubic lattices.

For a spherical \(\rho\) the harmonics \(l\ge4\) average out and the formula is exact up to the overlap of images. The program tests it on \(\rho = q\,e^{-r/\lambda}/(8\pi\lambda^3)\) with \(\lambda = 0.04L\) (printed as a), form factor \((1+k^2\lambda^2)^{-2}\) and \(Q = q\cdot4\pi\cdot24\lambda^5/(8\pi\lambda^3) = 12q\lambda^2 = 0.0192\,qL^2\). A pure reciprocal-space sum gives \(E_{\rm iso}-E_{\rm per} = 1.37844\,q^2/L\) for sc, and the formula gives \(2.837297/2 - 2\pi(0.0192)/3 = 1.41865 - 0.04021 = 1.37844\). The agreement is asserted to \(10^{-6}q^2/L\) on all three lattices.

In a homogeneous medium with local response, \(\nabla\cdot(\varepsilon\nabla\Phi) = -4\pi\rho_{\rm free}\), so every potential is the vacuum one divided by \(\varepsilon\), and the energy \(\tfrac12\int\rho_{\rm free}\Phi\) is divided by \(\varepsilon\) too:

\[ E_{\rm MP} = \frac{q^2\alpha}{2\varepsilon L} - \frac{2\pi qQ}{3\varepsilon L^3}. \]

In this derivation \(q\) and \(Q\) are moments of the free charge.

## 4. The screening charge

The free charge in one cell is \(\rho_{\rm free} = q\,\delta(\mathbf r) - q/V\) for a point defect. From \(\mathbf D = \varepsilon\mathbf E = \mathbf E + 4\pi\mathbf P\) follows \(\mathbf P = (1-1/\varepsilon)\mathbf D/4\pi\), and with \(\nabla\cdot\mathbf D = 4\pi\rho_{\rm free}\),

\[ \rho_b = -\nabla\cdot\mathbf P = -\left(1-\frac1\varepsilon\right)q\,\delta(\mathbf r) + \left(1-\frac1\varepsilon\right)\frac qV. \]

The bound charge integrates to zero over the cell. Around an isolated defect in a finite crystal the part with the sign of \(q\) lies on the distant surface. A periodic cell has no surface, and this part appears as the response of the host to the background.

An electronic-structure calculation yields the density of the charged cell minus that of the neutral cell. This contains the defect charge and the bound charge but not the background:

\[ \Delta\rho = q\,\delta + \rho_b = \frac q\varepsilon\,\delta(\mathbf r) + \frac qV\left(1-\frac1\varepsilon\right). \]

Its integral is \(q/\varepsilon + q(1-1/\varepsilon) = q\). The form holds on lengths above the atomic spacing and requires a defect charge that is localized within the cell. The constant \(\varepsilon\) is the electronic one if the ions are frozen, and the static one if they relax and \(\Delta\rho\) includes the charge of the displaced ions as well as that of the electrons.

## 5. Insertion into the second-moment term

The Lany-Zunger step evaluates \(Q\) with \(\Delta\rho\) over the Wigner-Seitz cell centred on the defect. The local part gives zero for a point and an \(L\)-independent amount for a finite core. The uniform part gives

\[ Q = \frac qV\left(1-\frac1\varepsilon\right)\int_{\rm WS}r^2\,d^3r = q\left(1-\frac1\varepsilon\right)ML^2, \qquad M = \frac{\langle r^2\rangle_{\rm WS}}{L^2}, \]

where \(M\) depends on the shape alone. Then

\[ -\frac{2\pi qQ}{3\varepsilon L^3} = -\frac{2\pi M}{3}\left(1-\frac1\varepsilon\right)\frac{q^2}{\varepsilon L} = -\frac{4\pi M}{3\alpha}\left(1-\frac1\varepsilon\right)\frac{q^2\alpha}{2\varepsilon L}, \]

the last form being obtained by multiplying and dividing by \(\alpha/2\). Adding the monopole term gives \(E_{\rm LZ}\) of section 1 with

\[ c_{\rm sh} = -\frac{4\pi M}{3\alpha}. \]

Since \(M\) and \(\alpha\) are positive, \(c_{\rm sh}<0\) and the factor falls monotonically from 1 at \(\varepsilon=1\) to \(1+c_{\rm sh}\) at \(\varepsilon\to\infty\). It is the same for both signs of \(q\), because \(Q\propto q\).

## 6. Shape integrals

Let \(a\) be the edge of the conventional cube. For sc, \(L = a\) and each of the three coordinates has \(\langle x^2\rangle = a^2/12\), so \(M = 1/4\) and \(c_{\rm sh} = -\pi/(3\alpha)\).

For the other cells use \(\nabla\cdot(r^2\mathbf r) = 2r^2 + 3r^2 = 5r^2\). On a face at distance \(h\) from the origin \(\mathbf r\cdot\mathbf n = h\) and \(r^2 = h^2+s^2\), with \(s\) measured in the face from the foot of the perpendicular. For faces of area \(A\),

\[ \int r^2d^3r = \frac15\sum_{\rm faces}hA\left(h^2+\langle s^2\rangle\right), \qquad V = \frac13\sum_{\rm faces}hA. \]

A rhombus with half-diagonals \(d_1,d_2\) has \(A = 2d_1d_2\). In scaled coordinates a quarter of it is the triangle \(u,v\ge0\), \(u+v\le1\), with \(\langle u^2\rangle = 2\int_0^1u^2(1-u)\,du = 1/6\), so \(\langle s^2\rangle = (d_1^2+d_2^2)/6\). A regular hexagon of edge \(\ell\) has apothem \(t = \sqrt3\,\ell/2\) and \(A = 3\sqrt3\,\ell^2/2\). The plane identity \(\nabla\cdot(s^2\mathbf s) = 4s^2\) gives \((t/4)(t^2\ell+\ell^3/12)\) for each of its six triangles of area \(t\ell/2\), so \(\langle s^2\rangle = (t^2+\ell^2/12)/2 = 5\ell^2/12\).

**fcc.** The cell has 12 equal rhombi. The face bisecting \((a/2,a/2,0)\) lies in \(x+y=a/2\), with \(h^2 = a^2/8\) and vertices \((a/2,0,0)\), \((0,a/2,0)\), \((a/4,a/4,\pm a/4)\). So \(d_1^2 = a^2/8\), \(d_2^2 = a^2/16\), \(A = a^2/(4\sqrt2)\), and \(V = 4hA = a^3/4\), as required. Here \(\langle s^2\rangle = (3a^2/16)/6 = a^2/32\) and \(h^2+\langle s^2\rangle = 5a^2/32\). All faces being equal, \(\sum hA = 3V\) and \(\langle r^2\rangle = \tfrac35\cdot\tfrac{5}{32}a^2 = 3a^2/32\). With \(a^2 = 2^{4/3}L^2\), \(M = 3\cdot2^{-11/3}\).

**bcc.** The vertices are the permutations of \((\pm a/2,\pm a/4,0)\). Six squares have \(h = a/2\), \(d_1=d_2=a/4\), \(A = a^2/8\), \(\langle s^2\rangle = a^2/48\), hence \(h^2+\langle s^2\rangle = 13a^2/48\) and \(\sum hA = 3a^3/8\). Eight hexagons have \(h = \sqrt3\,a/4\), \(\ell^2 = a^2/8\), \(A = 3\sqrt3\,a^2/16\), \(\langle s^2\rangle = 5a^2/96\), hence \(h^2+\langle s^2\rangle = 23a^2/96\) and \(\sum hA = 9a^3/8\). The volume is \(\tfrac13(\tfrac38+\tfrac98)a^3 = a^3/2\), and

\[ \int r^2d^3r = \frac{a^5}{5}\left(\frac38\cdot\frac{13}{48}+\frac98\cdot\frac{23}{96}\right) = \frac{a^5}{5}\cdot\frac{78+207}{768} = \frac{19a^5}{256}. \]

Dividing by \(V\) gives \(19a^2/128\), and \(a^2 = 2^{2/3}L^2\) gives \(M = 19/(64\cdot2^{1/3})\).

| lattice | \(M\) | \(c_{\rm sh}\) | \(1+c_{\rm sh}\) |
|---|---|---|---|
| sc | 0.250000 | −0.36908 | 0.63092 |
| fcc | 0.236235 | −0.34260 | 0.65740 |
| bcc | 0.235630 | −0.34171 | 0.65829 |

The closed forms of \(M\) are tested against a grid average of the squared distance to the nearest lattice point (0.25000, 0.23625, 0.23563) within a relative \(3\times10^{-4}\), the allowance for the midpoint rule. The strong-screening factor is close to \(2/3\) for fcc and bcc and somewhat lower for sc.

## 7. What the insertion does and does not prove

The algebra leading to the Lany-Zunger factor is now complete, with \(c_{\rm sh}\) evaluated for the sc, fcc and bcc lattices, but placing the screening charge in \(Q\) remains a prescription. What remains is to examine what that step does and does not prove, to test it on a discrete host, and to work through a numerical example.
